\section*{Tetragonal pairing at a neutral low-spin silicon vacancy, part 2}

Removing an atom from silicon leaves four neighbours at the corners of a tetrahedron, each with one dangling orbital and one electron. Does this cage lower its energy by pairing its atoms? The algebra is in atomic units, the numbers in electronvolts and angstroms. The atoms lie at $\mathbf r_i=s\,\boldsymbol\sigma_i$, with
\begin{align}
\boldsymbol\sigma_1&=(1,1,1), & \boldsymbol\sigma_2&=(-1,-1,1),\nonumber\\
\boldsymbol\sigma_3&=(1,-1,-1), & \boldsymbol\sigma_4&=(-1,1,-1).
\end{align}
The edge length is $d_0=2\sqrt2\,s$. The orthonormal dangling orbitals have energy zero and couplings $-t_{ij}$, with $t_{ij}=t$ in the cubic cage and $g=-dt/dd>0$ at distance $d$. The cubic eigenvectors are a singlet $a$ and a triplet $x,y,z$:
\begin{align}
a&=\tfrac12(1,1,1,1), & x&=\tfrac12(1,-1,1,-1),\nonumber\\
y&=\tfrac12(1,-1,-1,1), & z&=\tfrac12(1,1,-1,-1).
\label{orbitals}
\end{align}
The matrix $J$, with every element one, multiplies $(1,1,1,1)$ by four and gives zero for vectors whose components add to zero.

In the tetragonal mode each atom moves by $|q|$; $q>0$ pairs 12 and 34:
\begin{equation}
t_{12}=t_{34}=t+\delta,\qquad t_{13}=t_{14}=t_{23}=t_{24}=t-\tfrac12\delta,\qquad \delta=\frac{2gq}{\sqrt3}.
\label{delta}
\end{equation}
\begin{equation}
\varepsilon_a=-3t,\qquad \varepsilon_z=t-2\delta,\qquad \varepsilon_x=\varepsilon_y=t+\delta.
\label{levels}
\end{equation}
The elastic energy is $2K_Eq^2$, where $K_E$ is the stiffness per atom without the dangling electrons. The low-spin assumption puts two electrons in $a$ and two, with opposite spins, in one triplet orbital. Filling $a$ and $z$, without repulsion, gives
\begin{equation}
q_0=\frac{2g}{\sqrt3\,K_E},\qquad
\delta_0=\frac{2g}{\sqrt3}\,q_0=\frac{4g^2}{3K_E}.
\label{qzero}
\end{equation}
\begin{equation}
E_{\rm JT}=2\delta_0=\frac{8g^2}{3K_E}.
\label{gain}
\end{equation}
Pairings along $x$ (edges 13, 24) and $y$ (edges 14, 23) are equivalent. The reversed distortion, at $-q_0/2$, gains only $E_{\rm JT}/4$ and is not a low-spin minimum. The high-spin state, with parallel spins in different triplet orbitals, also gains $E_{\rm JT}/4$.

The example has $t=0.5$ eV, $g=0.5$ eV/\AA, $K_E=3$ eV/\AA$^2$ and $d_0=3.84$ \AA, giving $q_0=0.19$ \AA, $\delta_0=0.111$ eV and $E_{\rm JT}=0.22$ eV.

\section{When pairing survives, and what weakens it}

The atoms 1 to 4 carry the orbitals $a$, $x$, $y$ and $z$ of the first half, with signs $(++++)$, $(+-+-)$, $(+--+)$ and $(++--)$ and a factor $\frac12$. The coupling is $-t$, its strength grows at the rate $g$ as atoms approach, and $K_E$ is the tetragonal stiffness per atom. Pairing 12 and 34 strengthens the coupling on those edges by $\delta$ and puts $a$ at $-3t$, $z$ at $t-2\delta$, and $x$ and $y$ at $t+\delta$. With $a$ and $z$ filled, the minimum lies at the displacement $q_0=2g/(\sqrt3K_E)$ per atom, where $\delta_0=4g^2/(3K_E)$ and the gain is $E_{\rm JT}=8g^2/(3K_E)$. The example has $t=0.5$ eV, $g=0.5$ eV/\AA\ and $K_E=3$ eV/\AA$^2$, which give $E_{\rm JT}=0.22$ eV.

A linear force shows that the cubic cage is unstable. It does not show that pairing is where the cage comes to rest, because the triplet also responds to distortions of another symmetry type, called trigonal here. Consider one that shortens the edge 13 and lengthens the edge 24. Let $\mathbf e_{13}=(0,1,1)/\sqrt2$ and $\mathbf e_{24}=(0,-1,1)/\sqrt2$ be the unit vectors from atom 3 to atom 1 and from atom 4 to atom 2, and displace the atoms by
\begin{equation}
\mathbf u_1=-p\,\mathbf e_{13},\quad \mathbf u_3=p\,\mathbf e_{13},\quad
\mathbf u_2=p\,\mathbf e_{24},\quad \mathbf u_4=-p\,\mathbf e_{24}.
\label{side}
\end{equation}
The edge 13 shortens by $2p$ and the edge 24 lengthens by $2p$. The other four edges keep their lengths to first order. For instance, $\mathbf u_1-\mathbf u_2=-p(\mathbf e_{13}+\mathbf e_{24})$ points along the $z$ axis, at right angles to the edge 12. The couplings on 13 and 24 therefore become stronger and weaker by $w=2gp$. The change $V$ of the Hamiltonian has the elements $V_{13}=-w$ and $V_{24}=+w$, and multiplying out the sign patterns gives
\begin{equation}
Va=-w\,x,\qquad Vx=-w\,a,\qquad Vz=w\,y,\qquad Vy=w\,z .
\label{mix}
\end{equation}
Each filled orbital is mixed with one empty orbital. At the paired minimum, $x$ lies above $a$ by $4t+\delta_0$, and $y$ lies above $z$ by $3\delta_0$. Second-order perturbation theory lowers each filled level by $w^2$ divided by this separation, and each level holds two electrons. If $K_T$ is the stiffness per atom against all displacements other than the tetragonal ones, the energy changes by
\begin{align}
\Delta E&=2K_Tp^2-2w^2\left(\frac{1}{3\delta_0}+\frac{1}{4t+\delta_0}\right)\nonumber\\
&=2p^2\left[K_T-\frac{4g^2}{3\delta_0}-\frac{4g^2}{4t+\delta_0}\right].
\end{align}
The value of $\delta_0$ makes the first fraction equal to $K_E$. The paired cage is stable against this displacement if
\begin{equation}
K_T>K_E+\frac{4g^2}{4t+\delta_0}.
\label{stable}
\end{equation}
The displacement that acts on 14 and 23 gives the same condition with $x$ and $y$ exchanged. The one that acts on 12 and 34 mixes $a$ with $z$, both filled, and $x$ with $y$, both empty. The sum of two filled levels does not change when they mix with each other, so this displacement meets the full stiffness $K_T$.

In the example, (\ref{stable}) requires $K_T>3.47$ eV/\AA$^2$, and the model is given $K_T=5$ eV/\AA$^2$. This is an input. The four-orbital model does not predict that silicon resists trigonal distortion more strongly than tetragonal distortion.

The energy of the trigonal rival can be found in closed form. The result is the lowest energy along one line of displacements, and not necessarily a minimum against all others. Apply the three trigonal displacements together with equal size and with the sign that weakens the three edges meeting at atom 1. If $W>0$ is the size of the coupling change, the triplet acquires the element $-W$ between every two of its members. Its lowest state is
\begin{equation}
v=\frac{x+y+z}{\sqrt3}=\frac{1}{2\sqrt3}(3,-1,-1,-1),
\end{equation}
with the energy $t-2W$. The mixing of $v$ with $a$ again leaves the sum of the two filled levels unchanged. The three displacements are orthogonal and each costs $2K_Tp^2=K_TW^2/(2g^2)$, so
\begin{equation}
E=-4W+\frac{3K_T}{2g^2}W^2,\qquad E_{\min}=-\frac{8g^2}{3K_T}.
\label{trig}
\end{equation}
This is the tetragonal result with $K_T$ in place of $K_E$. With equal stiffness the two gains would tie, but (\ref{stable}) would then fail and a distortion of lower symmetry would lie deeper than both. In the example the trigonal gain is three fifths of the tetragonal one.

These comparisons leave open a minimum of lower symmetry. To look for one, the energy was minimized over all twelve displacement components with a quasi-Newton method. The energy was
\begin{equation}
E=2(\varepsilon_1+\varepsilon_2)+4t+\tfrac23\sum_{i<j}(t_{ij}-t)+E_{\rm lattice},
\label{free}
\end{equation}
where $\varepsilon_1$ and $\varepsilon_2$ are the two lowest levels, the couplings are linear in the displacements, and $E_{\rm lattice}$ is the quadratic elastic energy with $K_E$ and $K_T$. The sum over edges is the lattice force that balances uniform contraction: if every coupling grows by the same small amount $\eta$, the electrons gain $4\eta$ and this term costs $\frac23\times6\eta=4\eta$. Twelve random starts all ended at $-0.22$ eV, and the lowest of them, which was examined in detail, had two strong opposite edges and four weak ones. No deeper minimum was found, though a search of this kind is not a proof.

The largest omission so far is the repulsion between electrons. Let two electrons in the same dangling orbital repel each other with the energy $U$. An interaction element within the triplet contains a sum over atoms of the product of four coefficients. For two orbitals that each appear twice, this sum is $4\times(\frac12)^4=\frac14$. Direct repulsion, exchange and the transfer of a pair from one orbital to another are therefore all equal to $U/4$. To first order in $U$ the filled singlet $a$ adds the same energy to every arrangement and can be dropped.

For two parallel spins, direct repulsion and exchange cancel, so the spin triplet has zero repulsion energy. Two paired electrons can occupy $x$, $y$ or $z$, and in the space of these three configurations every element of the repulsion matrix is $U/4$. As with the matrix $J$ of the first half, one eigenvalue is $3U/4$ and the other two are zero. The cubic cage thus has a twofold degenerate spin singlet which, to first order in $U$, coincides with the spin triplet.

This doublet keeps a linear instability. Its member that favours pairing along $z$ is $(2z^2-x^2-y^2)/\sqrt6$, where $z^2$ denotes two electrons in $z$. The configuration $z^2$ has the weight $4/6$ and the energy shift $-4\delta$; the other two have the combined weight $2/6$ and the shift $+2\delta$. The slope is
\begin{equation}
\frac{dE_{\rm el}}{d\delta}=\frac46(-4)+\frac26(2)=-2 .
\label{slope}
\end{equation}
Repulsion prevents the electrons from choosing the configuration $z^2$ alone, and this halves the initial force. The distortion restores the choice by mixing in the state at $3U/4$, $(x^2+y^2+z^2)/\sqrt3$. The element between the two states is
\begin{equation}
\frac{2(-4\delta)-2\delta-2\delta}{\sqrt{18}}=-2\sqrt2\,\delta ,
\end{equation}
and the average shift in the upper state is zero. The lower root of the resulting two-by-two problem is
\begin{equation}
E_{\rm el}=\tfrac12\left(\tfrac34U-2\delta\right)-\tfrac12\sqrt{\left(\tfrac34U+2\delta\right)^2+32\delta^2}.
\label{crossover}
\end{equation}
For $\delta\ll U$ it is $-2\delta$. For $\delta\gg U$ it tends to $-\delta-3\delta=-4\delta$, the result for independent electrons.

When $U$ is comparable with $t$, first order is not enough. The Hamiltonian of four electrons in four orbitals, two of each spin, was therefore diagonalized in all 36 configurations, and the energy was minimized along the tetragonal coordinate in both directions. The stiffness and the couplings were held fixed while $U$ was changed. In the results below, $q$ is the displacement of the relaxed spin singlet and $G$ its gain. The energy of the spin triplet minus that of the spin singlet is $\Delta_{\rm c}$ in the cubic cage and $\Delta_{\rm r}$ after each has relaxed along this coordinate:
\begin{equation}
\begin{array}{ccccc}
U\,(\text{eV}) & q\,(\text{\AA}) & G\,(\text{eV}) & \Delta_{\rm c}\,(\text{eV}) & \Delta_{\rm r}\,(\text{eV})\\
0 & 0.19 & 0.222 & 0 & 0.167\\
0.5 & 0.17 & 0.127 & 0.024 & 0.097\\
1.0 & 0.14 & 0.082 & 0.071 & 0.103
\end{array}
\label{table}
\end{equation}
The initial slopes in $\delta$ are $-1.96$ for $U=0.5$ eV and $-1.87$ for $U=1$ eV, close to the $-2$ of (\ref{slope}). Pairing survives, but at $U=1$ eV the gain is 37 per cent of its value without repulsion. The last column does not fall steadily. Between 0.5 and 1 eV the spin singlet loses about 0.045 eV of its distortion gain, while its lead in the cubic cage grows by 0.047 eV. The two changes nearly cancel, and a slightly smaller gain of the spin triplet leaves the small rise.

The low-spin assumption is thus consistent with this form of repulsion at the values computed. Exchange between orbitals on different atoms is not included. It would favour parallel spins, and with all else fixed an extra stabilization of the spin triplet by about 0.1 eV would reverse the order. Repulsion also bears on the trigonal rival. In the paired state each atom holds one electron. In the trigonal state atom 1 holds $2(\frac14+\frac34)=2$, and the other three hold $\frac23$ each. In mean field the repulsion is $U\sum_i(n_i/2)^2$, where $n_i$ is the number of electrons on atom $i$. This is $U$ for the paired state and $\frac43U$ for the trigonal one, so at this level repulsion favours pairing.

A second omission concerns the distance dependence of the coupling. Along the pairing mode, including it raises the gain, whereas repulsion lowers it. Orbital couplings fall off more nearly exponentially than linearly with distance. Take $t(d)=t\,e^{-(d-d_0)/\lambda}$, with $\lambda=t/g=1$ \AA\ so that the slope at $d_0$ is unchanged. In the pairing mode the relative displacement of atoms 1 and 2 lies along their common edge, so $d_{12}=d_0-2q/\sqrt3$ holds beyond first order. Two pair bonds have the energy $-4t_{12}$, and
\begin{equation}
E(q)=4t\left(1-e^{2gq/(\sqrt3\,t)}\right)+2K_Eq^2 .
\label{expo}
\end{equation}
Numerical minimization, without repulsion, gives a displacement of 0.26 \AA\ and a gain of 0.29 eV, about a third more than the linear model in both. At large $q$ the exponential in (\ref{expo}) outruns the elastic term and the energy falls without limit. The expression is meant for the nearby minimum; at short distance it lacks the repulsion between atomic cores. That minimum also depends on holding all other displacements at zero. If the cage may contract uniformly as well, against a constant balancing force and the stiffness $K_T$, the strengthened pair bonds pull it inwards, and with these values no paired minimum remains. The case is marginal: for $K_T=5.5$ eV/\AA$^2$ a minimum survives, with a gain of 0.36 eV. The 0.29 eV therefore measures the effect within the pairing mode and is not a fully relaxed gain.

There are three equivalent pairings, and the centre can pass from one to another. Within the tetragonal coordinates, the way from pairing along $z$ to pairing along $x$ leads over the reversed distortion along $y$, where $x$ and $z$ are degenerate. That point lies at $-E_{\rm JT}/4$, so the barrier is $\frac34E_{\rm JT}=0.17$ eV. A trigonal displacement on the edges 14 and 23 lowers it, because it splits the degenerate pair by $\pm w$. Two electrons then gain $2|w|$ at the elastic cost $K_Tw^2/(2g^2)$, a net gain of $2g^2/K_T$ at best. To leading order this leaves
\begin{equation}
B\simeq2g^2\left(\frac1{K_E}-\frac1{K_T}\right),
\label{barrier}
\end{equation}
and the mixing of $a$ with the empty orbital $y$ reduces it further. The energy, again without repulsion, was followed numerically along two straight segments that join the two pairings through the best such intermediate point. Its highest value lies 0.056 eV above the minima. This is an upper bound on the barrier without repulsion, since another path might be lower. It does not carry over to finite $U$. There the trigonal displacement no longer lowers the reversed point, which lies 0.074 eV above the minima for $U=0.5$ eV and 0.033 eV for $U=1$ eV.

At 300 K the thermal energy is 0.026 eV, about half of this bound. The four atoms have the kinetic energy $4\times\frac12M\dot q^2$ and the elastic energy $4\times\frac12K_Eq^2$, so the frequency is $\omega=\sqrt{K_E/M}$. With a mass of 28.1 u its quantum is 0.021 eV, a tenth of $E_{\rm JT}$. The estimate $(\omega/2\pi)e^{-B/k_{\rm B}T}$, with the bound used for $B$, gives about $6\times10^{11}$ hops per second. With a barrier of only two thermal energies this is an order of magnitude. It shows that in the model, with these parameters, the pairing direction is not fixed at room temperature. It is not a rate for silicon, where the isolated vacancy already migrates well below room temperature and the barrier reported for reorienting the neutral vacancy is several times larger. A measurement much slower than the hops would see the average over the three directions. At low temperature thermal hopping dies out, and whether the direction is then frozen depends on tunnelling and on strain, which are not treated here.

The neutral vacancy in silicon is generally described as a centre without net spin and with tetragonal pairing, in line with the pattern derived here. The size of the effect is less certain, because the parameters are round values and were not fitted. The assumption that silicon breaks most clearly is that four isolated orbitals suffice: the singlet lies among the valence-band states and mixes with them, and the triplet orbitals spread over further atoms. The model cannot say how far this moves the gain. The omissions that it can size change 0.22 eV to 0.08 eV for $U=1$ eV, or to 0.29 eV for exponential coupling with only the pairing mode free, each taken alone. These two values alone differ by a factor of more than three, so the gain is no better than an order of magnitude. In oxygen-containing silicon a mobile vacancy can also be captured by an oxygen atom, which bridges two of the four neighbours and leaves the other two to bond with each other. The degenerate triplet is then gone, and the energies found here do not apply to that defect.
